# Surface plane of a first-order {111} twin in regrown (001) silicon

## Question

I am working on solid-phase epitaxy: an amorphised layer on a (001) silicon wafer recrystallises from the seed below, and part of it comes out as a first-order twin formed on a (111) plane. I have to show, by reflecting the wafer normal, that the twin presents a {221} plane at the surface.

I can do the reflection mechanically, but I don't see why it answers the question. The wafer surface does not move when a twin forms, so why reflect its normal? If the twin forms on (111), why isn't the surface of the twin a (111) plane? And some people describe the same twin as a 60° rotation about [111]. Would that give another surface?

## Answer

Two planes have to be kept apart. The (111) plane is the boundary where the twin meets the seed, and it is inclined to the wafer surface. The surface is the plane that cuts both crystals at the top. It stays where it is, but the twin's cube axes point in new directions, so the same plane has new Miller indices when it is referred to them.

I take the lattice as cubic and unstrained, the wafer as cut without error along (001), and the twin as the result of a single reflection. Vectors are written in the seed's cube axes $\mathbf e_1,\mathbf e_2,\mathbf e_3$ unless I say otherwise. Braces denote a family of planes, in which the order and signs of the indices do not matter.

### The reflection

Let $\mathbf m$ be normal to the twin plane. Any vector $\mathbf v$ has a part along $\mathbf m$,

$$
\mathbf v_\parallel=\frac{\mathbf v\cdot\mathbf m}{\mathbf m\cdot\mathbf m}\,\mathbf m ,
$$

and a remainder $\mathbf v-\mathbf v_\parallel$ lying in the plane. A mirror reverses the first and keeps the second:

$$
R\mathbf v=(\mathbf v-\mathbf v_\parallel)-\mathbf v_\parallel
=\mathbf v-2\,\frac{\mathbf v\cdot\mathbf m}{\mathbf m\cdot\mathbf m}\,\mathbf m .
$$

The matrix elements are $R_{ij}=\delta_{ij}-2m_im_j/(\mathbf m\cdot\mathbf m)$. They are unchanged when $i$ and $j$ are exchanged, so $R$ is symmetric and $\mathbf a\cdot(R\mathbf b)=(R\mathbf a)\cdot\mathbf b$.

### Why the wafer normal is reflected

The twin's cube axes are $R\mathbf e_i$. A point of the twin with coordinates $u_i$ along them, in units of the lattice constant $a$, is at

$$
\mathbf r=a\sum_i u_i\,R\mathbf e_i .
$$

A plane parallel to the wafer surface satisfies $\mathbf n\cdot\mathbf r=\text{const}$, where $\mathbf n=[001]$ is the fixed normal. Inserting $\mathbf r$ and using the symmetry of $R$,

$$
\mathbf n\cdot\mathbf r
=a\sum_i u_i\,\mathbf n\cdot(R\mathbf e_i)
=a\sum_i u_i\,(R\mathbf n)\cdot\mathbf e_i .
$$

Miller indices are the coefficients of the $u_i$ in the equation of the plane, cleared of common factors. They are therefore proportional to the components of $R\mathbf n$. The normal has not moved in space; reflecting it is a way of reading the old normal on the new axes.

### The calculation

For $\mathbf m=[111]$ we have $\mathbf n\cdot\mathbf m=1$ and $\mathbf m\cdot\mathbf m=3$, so

$$
R\mathbf n=(0,0,1)-\tfrac23(1,1,1)
=\tfrac13(-2,-2,1).
$$

The length is right, since $4+4+1=9=3^2$. Removing the factor $1/3$ gives $(\bar2\,\bar2\,1)$, a member of $\{221\}$. This is the required result.

It can be confirmed without reflecting the normal, by finding two twin lattice directions that lie in the wafer surface. The direction with twin indices $[1\bar10]$ is perpendicular to $\mathbf m$, so the mirror leaves it at $(1,-1,0)$ in the wafer frame. The direction with twin indices $[102]$ lies in the wafer frame along

$$
R(1,0,2)=(1,0,2)-2\cdot\tfrac33(1,1,1)=(-1,-2,0).
$$

Neither has a component along the wafer normal. In twin indices, the plane containing both has the normal

$$
(1,-1,0)\times(1,0,2)=(-2,-2,1),
$$

as before.

The other {111} planes need no separate argument. Write $\mathbf m=(s_1,s_2,s_3)$ with each $s_i=\pm1$. Then $\mathbf n\cdot\mathbf m=s_3$, and because $s_3^2=1$,

$$
R\mathbf n=(0,0,1)-\tfrac{2s_3}{3}(s_1,s_2,s_3)
=\tfrac13(-2s_1s_3,\,-2s_2s_3,\,1).
$$

Every choice of signs gives $\{221\}$.

### The 60° description

A half-turn $H$ about $\mathbf m$ keeps the part along $\mathbf m$ and reverses the part across it:

$$
H\mathbf v=\mathbf v_\parallel-(\mathbf v-\mathbf v_\parallel)=-R\mathbf v .
$$

It changes the overall sign of the indices, which leaves the plane the same. For the atoms, $H$ and $R$ differ by an inversion. The diamond structure has inversion centres at its bond midpoints, so the two operations produce the same crystal orientation.

A 60° turn about [111] is a half-turn combined with a 120° turn in the opposite sense. The 120° turn merely permutes the three cube axes, so the 60° turn gives the same three indices in another order, up to an overall sign. The surface is again $\{221\}$.

### What the atoms do

A mirror on (111) is a plausible growth accident because it need not break any nearest-neighbour bonds. Put a seed atom at the origin and its neighbour at $a(\tfrac14,\tfrac14,\tfrac14)$. Place the mirror halfway along this bond, perpendicular to it. The two atoms are images of each other, so the bond survives with its length unchanged. The first atom's other three neighbours, such as $a(\tfrac14,-\tfrac14,-\tfrac14)$, lie on the seed side, and their images serve the atom on the twin side. Each boundary atom keeps four neighbours at the normal distance. An explicit count for 56 atoms around the boundary gave four neighbours for every one.

The new surface plane also shows in the layers stacked along the wafer normal. The height of a twin atom obtained from a seed position $a(x,y,z)$ is, apart from a constant,

$$
\mathbf n\cdot R\mathbf r=(R\mathbf n)\cdot\mathbf r=\frac a3(-2x-2y+z).
$$

For face-centred lattice sites, write $x=p/2$, $y=q/2$, $z=r/2$, with integers whose sum $p+q+r$ is even. The height becomes $a(-2p-2q+r)/6$. The choice $p=1,\ q=0,\ r=3$ is allowed and gives $a/6$; its integer multiples give all multiples of $a/6$. The second atom of the basis, displaced by $a(\tfrac14,\tfrac14,\tfrac14)$, is shifted in height by $-a/4$, or one and a half of these steps. It falls midway between the first set of layers, so the final spacing is $a/12$.

In the seed, lattice sites lie at multiples of $a/2$ and the second atom is displaced by $a/4$, which gives a spacing of $a/4$. With $a=0.5431$ nm, the spacings are 0.1358 nm in the seed and 0.0453 nm in the twin. The number of atoms per volume is the same in both, so each twin layer holds one third as many atoms per area.

### When the surface is not {221}

**Twinning again.** Suppose the twin itself twins on a plane $\mathbf m_2$, given in the first twin's axes, with reflection $R_2$. The new axes are $RR_2\mathbf e_i$, and

$$
\mathbf n\cdot(RR_2\mathbf e_i)=(R_2R\mathbf n)\cdot\mathbf e_i .
$$

So we reflect the indices already found. For $\mathbf m_2=(\bar111)$, the scalar product of $\tfrac13(-2,-2,1)$ with $\mathbf m_2$ is $1/3$, and

$$
\tfrac13(-2,-2,1)-\tfrac29(-1,1,1)=\tfrac19(-4,-8,1),
$$

a plane of $\{841\}$. The plane $(1\bar11)$ gives the same family by exchange of the first two indices. For $(11\bar1)$ the scalar product is $-5/3$, and

$$
\tfrac13(-2,-2,1)+\tfrac{10}{9}(1,1,-1)=\tfrac19(4,4,-7),
$$

a plane of $\{744\}$. Repeating the reflection on (111) restores (001), since $R^2=1$. This is why the statement needs the words "first-order".

**A different local front.** During regrowth, the result applies to a flat crystal–amorphous front parallel to (001). If the front is faceted, the normal $\mathbf k$ of each facet must be reflected instead. Two limits show the range. If $\mathbf k$ is parallel to $\mathbf m$, then $R\mathbf k=-\mathbf k$, and a (111) facet remains {111} in the twin. This holds only for the facet parallel to the twin plane; the other three {111} facets become {511}. If $\mathbf k$ is perpendicular to $\mathbf m$, then $R\mathbf k=\mathbf k$, and its indices do not change. The (001) front lies between these limits, at the same inclination to all four twin planes.

### The angles

The twin plane meets the surface at $\theta=\arccos(1/\sqrt3)=54.74^\circ$. In the twin, the cube axis nearest to the surface normal is $\arccos(2/3)=48.19^\circ$ away. The nearest $\langle111\rangle$ axis has a scalar product of 5 with the surface indices, which gives

$$
\arccos\frac{5}{3\sqrt3}=15.79^\circ .
$$

So your guess of a (111) surface misses by 15.79°. Moreover, this nearby {111} plane is not the one on which the twin formed, which is still inclined at 54.74°.

### A lamella in a 100 nm layer

Take a layer 100 nm thick, crossed by a twin lamella of 32 (111) double layers. Double layers are $a/\sqrt3$ apart, so the lamella thickness is

$$
t=\frac{32\times0.5431\ \text{nm}}{\sqrt3}=10.03\ \text{nm}.
$$

At its upper face a second reflection on the same plane restores the seed orientation. The lamella therefore meets the surface as a {221} strip with (001) silicon on both sides.

To find the strip width, measure $u=(x+y)/\sqrt2$ along [110], with $x,y,z$ now lengths. The distance from a (111) plane through the origin is

$$
\frac{x+y+z}{\sqrt3}=\frac{\sqrt2\,u+z}{\sqrt3}.
$$

At fixed height, the two faces of the lamella differ in this distance by $t$, hence

$$
\Delta u=t\sqrt{\tfrac32}=\frac{t}{\sin\theta}=12.29\ \text{nm},
$$

using the unrounded thickness. Along one face, $\sqrt2\,u+z$ is constant, so a rise of 100 nm moves the lamella sideways by $100/\sqrt2=70.7$ nm. A lamella that began at the bottom of the layer therefore started well to one side of its surface strip, which matters when a surface image is compared with a cross-section. One that began at a smaller depth $h$ is displaced by only $h/\sqrt2$.

### Seeing it by X-rays

A symmetric diffraction scan probes planes parallel to the surface. For spherical atoms of unit strength, the diamond structure factor is zero if the indices mix odd and even numbers. If all are even, it is

$$
F=4\left[1+e^{i\pi(h+k+l)/2}\right].
$$

The first and third orders of $(\bar2\bar21)$ are mixed. The second, $(\bar4\bar42)$, has index sum $-6$ and gives $F=4(1-1)=0$. The fourth, $(\bar8\bar84)$, has sum $-12$ and gives $F=8$. Its spacing is $a/\sqrt{64+64+16}=a/12=0.0453$ nm, the layer spacing found above.

Bragg's law, $\lambda=2d\sin\theta_B$, requires $d\ge\lambda/2$. For copper K-alpha radiation, roughly 0.154 nm, that means at least 0.077 nm, so the fourth order is out of reach. In this model the twin must be sought through planes inclined to the surface. The second order has twice the fourth-order spacing and is within reach, so its absence rests on the assumptions of spherical atoms and single scattering. In a real crystal, two allowed reflections in succession, such as $(\bar5\bar3\bar3)$ and $(1\bar15)$, add up to $(\bar4\bar42)$ and can put intensity there at particular azimuths of the wafer. Neither order singles out the twin. The spacing $a/12$ of $(\bar8\bar84)$ is also that of the seed's allowed $(0\,0\,12)$, and the spacing $a/6$ of $(\bar4\bar42)$ is also that of the seed's forbidden $(006)$, which successive reflections can likewise fill. Each pair therefore appears at the same angle in the symmetric scan, whatever the wavelength.

### How far a real wafer departs from this

A 100 nm amorphised layer and regrowth near 600 °C are in the usual range for implanted silicon. The lamella thickness is a chosen value; real twins vary in size, and this geometry predicts neither their number nor their growth rate.

The largest angular correction among those estimated here is wafer miscut. A reflection preserves angles, so a rough miscut of 0.5° puts the surface 0.50° from {221}. If the tilt is about $[1\bar10]$, it also changes $\theta$ by 0.5° and the strip width by up to 0.62%.

Dopants can strain the layer. A stretch by a factor $1+\varepsilon$ along a cube axis changes the angle $\varphi$ between that axis and a plane normal according to $\tan\varphi'=(1+\varepsilon)\tan\varphi$. To first order, the tilt is $\varepsilon\sin\varphi\cos\varphi$. For a rough strain of 0.1%, this is 0.027° for the twin plane. For the {221} plane it is at most 0.028° if the twin is stretched along one of its own cube axes. That stretch is only a yardstick. A uniform twinned layer clamped to the wafer keeps its in-plane lattice vectors, so its {221} plane stays parallel to the surface and does not tilt at all. These figures set a scale; they do not solve the elastic problem of an embedded lamella.

Heating from 20 to 600 °C, with a rough constant expansion coefficient of $4\times10^{-6}$ per kelvin, lengthens the lattice by 0.23%; the measured coefficient of silicon averages about $3.7\times10^{-6}$ per kelvin over this range, which gives about 0.21%. Free expansion of a cubic crystal is equal in all directions, so the angles and the {221} result are unaffected. The numerical output below lists these values for the example.

## Calculated quantities

```
Surface indices in the twin, for each twin plane:
  twin plane (1, 1, 1): reflected normal [-2, -2, 1]/3, 60 deg turn [1, -2, -2]
  twin plane (-1, 1, 1): reflected normal [2, -2, 1]/3, 60 deg turn [2, 1, -2]
  twin plane (1, -1, 1): reflected normal [-2, 2, 1]/3, 60 deg turn [-2, -1, -2]
  twin plane (1, 1, -1): reflected normal [2, 2, 1]/3, 60 deg turn [2, -1, -2]
Surface family after a second twinning (indices in falling order):
  second twin plane (1, 1, 1): (1, 0, 0)
  second twin plane (-1, 1, 1): (8, 4, 1)
  second twin plane (1, -1, 1): (8, 4, 1)
  second twin plane (1, 1, -1): (7, 4, 4)
Atoms checked around the twin boundary: 56
Neighbours at bond length, min and max: 4, 4
Lattice sites shared by seed and twin: 36 of 108
Angle between twin plane and surface: 54.74 deg
Surface normal to nearest twin cube axis: 48.19 deg
Surface normal to nearest twin <111> axis: 15.79 deg
Structure factor of [-2, -2, 1]: 0.000 per cell
Structure factor of [-4, -4, 2]: 0.000 per cell
Structure factor of [-6, -6, 3]: 0.000 per cell
Structure factor of [-8, -8, 4]: 8.000 per cell
Spacing of first allowed order: 0.0453 nm
Rough Cu K-alpha wavelength: 0.154 nm; half of it: 0.077 nm
Lattice constant: 0.5431 nm
Layer spacing along wafer normal, seed: 0.1358 nm
Layer spacing along wafer normal, twin: 0.0453 nm
Regrown layer: 100 nm; lamella: 32 double layers
Lamella thickness: 10.03 nm
Width of the {221} strip at the surface: 12.29 nm
Sideways shift of the strip across the layer: 70.7 nm
Rough miscut: 0.5 deg; departure from {221}: 0.50 deg; strip width change: 0.62 %
Rough tetragonal strain: 0.1 %; tilt of twin plane: 0.027 deg
Largest tilt of {221} for this strain on a twin cube axis: 0.028 deg
Rough expansion coefficient: 4e-06 1/K; length change 20 to 600 C: 0.23 %
```
